Symmetry reduction of single and double Brillouin-zone sums at finite wavevector, part 1

(Sections cited here and not found follow in the second part.)

## First half: one perturbation wavevector and one sum over k

### A ring with three wavevectors

Take a ring of three sites with lattice constant 1. Its allowed wavevectors are 0, +p and −p, where p = 2π/3, and wavevectors that differ by 2π are the same. Its point group has one operation besides the identity, the reflection k → −k. A single band has energy proportional to

c(k) = cos k,

c(0) = 1, c(p) = c(−p) = −1/2.

A sum over k of any function of c(k) needs two evaluations instead of three: k = 0 with weight 1 and k = p with weight 2.

Now let a perturbation carry the wavevector q = p. It connects k to k + q, so a typical summand contains both. A simple one is

F(k,k+q) = c(k) c(k+q).

Its three values are

k = 0: c(0) c(p) = −1/2,

k = p: c(p) c(2p) = c(p) c(−p) = 1/4,

k = −p: c(−p) c(0) = −1/2.

Their sum is −3/4. The reduced set that worked for the band energy gives instead

1·(−1/2) + 2·(1/4) = 0.

If −p is chosen to represent the pair ±p, the result is −1/2 + 2·(−1/2) = −3/2. Neither is right. The reflection takes the transition from k to k+q into a transition from −k to −k−q, which belongs to the perturbation with wavevector −q. It does not relate two terms of the sum at fixed q.

Two of the three values are nevertheless equal, those at k = 0 and k = −p. The map that joins them is k → −k−q. It reverses the wavevector and also exchanges the two ends of the transition. This is a symmetry of a different kind, to be treated separately below.

### The general statement for a scalar summand

Let P be a finite group of rotations and reflections S acting on wavevectors, with |P| elements. Wavevectors are identified when they differ by a reciprocal lattice vector G. Let F(k,k') be periodic in each argument and satisfy

F(Sk,Sk') = F(k,k') for every S in P.

This is joint invariance: both arguments are rotated together. The quantity wanted at fixed q is

A(q) = (1/N) Σ_k F(k,k+q),

where k runs over a mesh of N points.

Apply S to both arguments. Joint invariance gives

F(k,k+q) = F(Sk,Sk+Sq).

If S maps the mesh onto itself, Sk runs over the same mesh as k, and summation gives A(q) = A(Sq). This relates different perturbations. It relates two terms of the same sum when Sq is equivalent to q. The operations with this property form the small group of q,

P_q = {S in P : Sq = q + G_S},

where G_S is a reciprocal lattice vector, possibly zero. For S in P_q, periodicity in the second argument gives

F(Sk,Sk+q) = F(Sk,Sk+Sq) = F(k,k+q).

The mesh therefore splits into orbits of P_q, and F takes one value on each. Choose one representative r from every orbit and call this set the wedge of P_q. If h_r operations of P_q leave r fixed up to a reciprocal vector, the orbit has

w_r = |P_q|/h_r

members, because each member is reached by h_r of the |P_q| operations. Hence

A(q) = (1/N) Σ_{r in wedge} w_r F(r,r+q).

Two limits test this. At q = 0 every operation belongs to P_q, and the full irreducible zone is recovered. At a general q the identity alone remains, and joint invariance gives no reduction of the k-sum. In both cases the values of q can still be reduced with the full group, since A(Sq) = A(q).

The mesh must be mapped onto itself by the operations used. For a single sum, k+q need not lie on that mesh, because F can be evaluated there directly. A shifted mesh needs care. If its points have reduced coordinates (m+s)/L, with m a pair of integers and s a fixed shift, an operation maps it onto itself when Ss − s is a pair of integers. On a hexagonal mesh with s = (1/2,1/2), this holds for 4 of the 12 operations. The usable group at fixed q is then the part of P_q that the mesh retains.

### Counting the points in the wedge

The number of orbits follows from counting the pairs (S,k) with Sk = k in two ways. For fixed S, let fix(S) be the number of mesh points it leaves fixed. For a fixed orbit of size w, each of its w members is fixed by |P_q|/w operations, so the orbit contributes |P_q| pairs. Therefore

number of orbits = (1/|P_q|) Σ_{S in P_q} fix(S).

This is Burnside's lemma, and it holds for any finite group acting on any finite set.

For an unshifted hexagonal L×L mesh, write k = (i b₁ + j b₂)/L with the angle between b₁ and b₂ equal to 120°. The full group has 12 operations, and their fixed points follow from integer equations modulo L:

- The identity fixes N = L² points.
- A 60° rotation sends (i,j) to (i−j,i). A fixed point needs j = 0 and i = j, which leaves 1 point.
- A 120° rotation sends (i,j) to (−j,i−j). A fixed point needs i = −j and 3j = 0, which gives 3 points if L is divisible by 3.
- The 180° rotation needs 2i = 2j = 0, which gives 4 points if L is even.
- The mirror (i,j) → (i−j,−j) needs j = 0, and the mirror (i,j) → (i,i−j) needs i = 2j. Each fixes L points. The other four mirrors are rotated copies of these two and fix equally many.

For L = 12 the irreducible zone of the full group has

(144 + 2·1 + 2·3 + 4 + 6·12)/12 = 228/12 = 19

points. At q = M, the midpoint of a zone edge, the small group contains the identity, the 180° rotation and two mirrors, and its wedge has (144+4+12+12)/4 = 43 points. At the zone corner K it contains the identity, two 120° rotations and three mirrors, and the wedge has (144+6+36)/6 = 31 points.

### A physical summand: the static density response

The scalar case leaves out one complication, which appears as soon as the unit cell contains more than one site. Consider independent electrons of one spin, with one orbital per site, at fixed temperature and chemical potential μ. A site is labelled by its cell R and its position τ_a in the cell. The Bloch states are

ψ_nk(R,a) = N^(−1/2) exp[ik·(R+τ_a)] u_a(nk).

The perturbing potential is

V(R,b) = v_b exp[iq·(R+τ_b)].

A real potential is the sum of this and its complex conjugate. Since the response is linear, one component can be treated alone.

The unperturbed density matrix is f(H), with f the Fermi function. For a power Hⁿ, the first-order change under H → H+V is

Σ_{j=0}^{n−1} H^j V H^(n−1−j).

Its matrix element between eigenstates α and β of H is V_αβ multiplied by

Σ_{j=0}^{n−1} ε_α^j ε_β^(n−1−j) = (ε_αⁿ − ε_βⁿ)/(ε_α − ε_β).

At equal energies the left side is n εⁿ⁻¹, the derivative. By linearity the same rule holds for polynomials, and it extends to the Fermi function through polynomials that approximate f and its derivative on an interval containing the spectrum. Thus

δρ_αβ = V_αβ g_αβ,

g_αβ = [f(ε_α) − f(ε_β)]/(ε_α − ε_β), with limit f'(ε) at equal energies.

Take β = (n,k) and α = (m,k+q). The position phases cancel in the matrix element, and the sum over cells cancels the normalization 1/N:

V_αβ = Σ_b u_b*(m,k+q) u_b(nk) v_b.

The density change on site (R,a) is the diagonal element of δρ in the site basis:

δn(R,a) = Σ_{k,n,m} ψ_{m,k+q}(R,a) δρ_αβ ψ*_nk(R,a).

The two Bloch functions leave the factor exp[iq·(R+τ_a)]/N. Defining

A_a = u_a*(nk) u_a(m,k+q),

the result is

δn(R,a) = exp[iq·(R+τ_a)] Σ_b χ_ab(q) v_b,

χ_ab(q) = (1/N) Σ_k X_ab(k,q),

X_ab(k,q) = Σ_nm g_nm A_a A_b*.

Here g_nm is evaluated between ε_nk and ε_m,k+q, and it is symmetric in its two energies. This is the bare response: the electrons do not react to the density change they produce. The sum must include every member of a degenerate level. Then the products u_b(nk)u_a*(nk) add up to a projector, and X does not depend on the basis chosen within the level.

### How the response matrix transforms

Write the Hamiltonian in the same phase convention:

H_ab(k) = Σ_R h(R+τ_b−τ_a) exp[ik·(R+τ_b−τ_a)].

Consider a lattice whose operations leave a common origin fixed, and let S send sublattice a to π(a). A vector d from a site of type a to one of type b becomes Sd, from type π(a) to type π(b), with the same hopping. Since Sk·Sd = k·d,

H_{πa,πb}(Sk) = H_ab(k).

Eigenvectors are carried along by relabelling their components. Since X does not depend on the choice of eigenvectors within a level,

X_{πa,πb}(Sk,Sq) = X_ab(k,q).

If Sq = q + G with G ≠ 0, the wavevectors are equivalent but the potentials with the same amplitudes v_b are not the same. They differ by the factor exp(iG·τ_b) on sublattice b. This factor has to be followed through the response. Because G·R is a multiple of 2π,

H_ab(k+G) = exp[iG·(τ_b−τ_a)] H_ab(k),

and the eigenvectors are related by

u_a(k+G) = exp(−iG·τ_a) u_a(k).

Shifting k by G at fixed q gives u_a(nk) and u_a(m,k+q) the same phase, which cancels in A_a. Hence X(k+G,q) = X(k,q), and Sk may be folded back onto the mesh. Shifting q alone changes only the second factor of A_a and gives

X_ab(k,q+G) = exp[−iG·(τ_a−τ_b)] X_ab(k,q).

For S in P_q, set G = G_S. The transformation law then reads

X_ab(k,q) = X_{πa,πb}(Sk,q+G_S) = exp[−iG_S·(τ_πa−τ_πb)] X_{πa,πb}(Sk,q).

Multiplying by the inverse phase,

X_{πa,πb}(Sk,q) = exp[iG_S·(τ_πa−τ_πb)] X_ab(k,q).

In matrix form this is

X(Sk,q) = D(S) X(k,q) D(S)†,

where D(S) has the nonzero elements D_{πa,a} = exp(iG_S·τ_πa).

The matrix is therefore covariant and not invariant. For a representative r, summing X(Sr,q) over all S in P_q counts each orbit member |P_q|/w_r times. The sum over the orbit is thus w_r/|P_q| times the sum over operations, and

χ(q) = (1/N) Σ_{r in wedge} w_r (1/|P_q|) Σ_{S in P_q} D(S) X(r,q) D(S)†.

The expensive object X is evaluated at the wedge points, and the remaining work is multiplication by small matrices. Since D is unitary, the trace of X is invariant and can be summed with weights alone.

### The honeycomb lattice at five wavevectors

Take the honeycomb lattice with nearest-neighbour hopping t, μ = 0.5t and kT = 0.2t. Place the origin at the centre of a hexagon. With lattice vectors a₁ and a₂ at 60°, the sites are at τ_A = (a₁+a₂)/3 and τ_B = 2(a₁+a₂)/3.

At K = (2b₁+b₂)/3, a 120° rotation preserves each sublattice and takes K to an equivalent corner. For one of the two rotations G_S = −b₁, and

G_S·(τ_A−τ_B) = (−b₁)·[−(a₁+a₂)/3] = 2π/3.

Covariance of the full sum then requires

χ_AB(K) = exp(2πi/3) χ_AB(K),

so χ_AB(K) = 0. The mirror along the line from Γ to K exchanges the sublattices and leaves K itself fixed, so χ_AA(K) = χ_BB(K). On the 12×12 mesh χ_AA(K) = −0.1933/t. A weighted wedge sum without the matrices D leaves a spurious off-diagonal element. Its size depends on the representatives chosen; for those used in the program its magnitude is 0.0730/t, which is 38% of |χ_AA|.

The traces below are per spin and per cell, on the 12×12 mesh. On a 24×24 mesh the correct traces move by up to 0.0003/t (at K, to −0.3863/t). In each line the first trace is the correct one, which the wedge of P_q reproduces. The second comes from using the 19-point wedge of the full group at fixed q.

- M, |P_q| = 4, 43 points: −0.3858/t; full-group wedge −0.5116/t.
- K, |P_q| = 6, 31 points: −0.3866/t; full-group wedge −0.2890/t.
- Halfway from Γ to M, |P_q| = 2, 78 points: −0.4241/t; full-group wedge −0.4537/t.
- Halfway from Γ to K, |P_q| = 2, 78 points: −0.4149/t; full-group wedge −0.5021/t.
- q = (4/12,1/12), |P_q| = 1, 144 points: −0.4114/t; full-group wedge −0.4720/t.

Relative to the full sums on the same mesh, the errors range from 7% to 33% for the one wedge used here. They depend on which representatives are chosen, as the ring already showed: over the 12 orientations of the triangular wedge they take both signs and run from below 1% to above 40%.

The symmetrised wedge formula was tested for every q of the mesh. The response matrices at K and at the general q were also tested against density changes in a periodic cluster of 288 sites, diagonalized in real space. The largest difference was 7×10⁻¹⁰/t.

### The further symmetry of the static response

The ring suggested that k → −k−q joins equal terms. For the static response this follows in two steps.

First exchange the initial and final states. The transition starting at k+q with wavevector −q has A_a replaced by A_a*, while g_nm is unchanged. Since g_nm is real,

X(k+q,−q) = X(k,q)*,

where the star conjugates each element. Next use time reversal. For real hoppings H(−k) = H(k)*, so the eigenvectors at −k can be taken as the conjugates of those at k, and

X(−k,−q) = X(k,q)*.

Apply the second relation to the transition in the first:

X(−k−q,q) = X(k+q,−q)* = X(k,q).

This symmetry exists even when P_q contains the identity alone. It shortens the k-sum only if k → −k−q maps the mesh onto itself, which on an unshifted mesh requires q to be a mesh point. At q = (4/12,1/12) it reduces 144 evaluations to 72. A point fixed by the map would satisfy 2k = −q modulo a reciprocal vector, and the odd numerator in q rules this out on the 12×12 mesh. The statement that the small group alone reduces the k-sum is therefore true of the reduction guaranteed by joint spatial invariance, and not of every response function.

At imaginary frequency iν the factor becomes

g_nm(ν) = (f_n−f_m)/(ε_n−ε_m+iν).

Exchanging n and m reverses both differences, which gives g_nm(−ν). The same two steps now lead to

X(−k−q,q;ν) = X(k,q;−ν).

The terms at k and −k−q are no longer equal in general. At M with ν = 0.5t, their traces differ by up to 0.243/t. The symmetry can still be used after replacing the summand by [X(k,q;ν)+X(k,q;−ν)]/2, which has the same sum over k provided the map k → −k−q permutes the mesh. The operations of P_q need no such change, because they leave each energy difference in its original order.

## Second half: sums over two wavevectors

### Symbols and results carried over

P is the point group and |P| its order; N is the number of mesh points. The summand F(k,k') is periodic in both arguments and jointly invariant, F(Sk,Sk') = F(k,k'). P_k is the little group of k, the set of operations with Sk equivalent to k; P_q is the same construction for q = k'−k. An orbit of k under P has w_k = |P|/|P_k| members, and the irreducible zone contains one member of each. The number of orbits of a finite group is the average, over its operations, of the number of fixed points. The response summand is X_ab(k,q) = Σ_nm g_nm A_a A_b*, with A_a = u_a*(nk)u_a(m,k+q), and it obeys X_{πa,πb}(Sk,Sq) = X_ab(k,q). In the honeycomb example t is the hopping, μ = 0.5t and kT = 0.2t. The unshifted mesh is mapped onto itself by all 12 operations.

### The ring again

On the ring with k = 0, +p, −p and p = 2π/3, take the jointly invariant function

F(k,k') = cos(k−k').

It equals 1 when k = k' and −1/2 when the two differ. The sum over the nine pairs is

3·1 + 6·(−1/2) = 0.

Suppose both wavevectors are restricted to the irreducible set {0,p}, with weights 1 and 2. The four terms give

1·1·1 + 1·2·(−1/2) + 2·1·(−1/2) + 2·2·1 = 3.

If −p is used as the representative for k' while p is kept for k, the last term becomes 2·2·(−1/2) = −2, and the result is −3. The average of the two answers is the correct value, 0.

The restriction failed because a reflection can bring k to its representative, but the same reflection must then act on k'. Once k has been placed at p, no reflection is left, and k' = p and k' = −p are different situations. At k = 0 the reflection is still available. The correct reduction is therefore

k = 0, weight 1: k' = 0 with weight 1 and k' = p with weight 2;

k = p, weight 2: k' = 0, p and −p, each with weight 1.

This has five terms, and their sum is

1·[1 + 2·(−1/2)] + 2·[−1/2 + 1 − 1/2] = 0.

At fixed q, joint invariance reduces the k-sum only through the small group P_q, and the ring shows that a double sum can fail when both wavevectors are restricted to the irreducible set. What remains is to establish the correct reduction for a general double sum, count the remaining pairs, and test it on the honeycomb response.

Numbers in the example were calculated in double precision.
